\section*{Parratt Recursion for X-ray Reflectivity of a Hafnia Gate Stack}

\section{The result}

An X-ray beam strikes a stack of flat layers at grazing angle $\theta$. Number the media downward: vacuum is $0$, the layers are $1,\dots,N-1$, and the substrate, which has no lower face, is $N$. Let $X_j$ be the amplitude of the upward wave divided by that of the downward wave at the bottom of medium $j$. Then
\begin{equation}
X_j=\frac{r_j+X_{j+1}p_{j+1}}{1+r_jX_{j+1}p_{j+1}},\qquad X_N=0,
\label{eq:parratt}
\end{equation}
\begin{equation}
r_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}},\qquad p_j=e^{2ik_jd_j},
\label{eq:rp}
\end{equation}
where $d_j$ is a thickness and $k_j$ the wavenumber normal to the surface. One sweep from the substrate to the vacuum gives the reflectivity $R=|X_0|^2$. Since $X_N=0$, the first step is $X_{N-1}=r_{N-1}$, and no $p_N$ is needed.

The recursion reduces to Fresnel reflection when the layers vanish, and it does not change when a layer is cut into sublayers of the same material. Both properties are proved below. They are necessary for a correct code but not sufficient: a code with a wrong phase can have both.

\section{From electrons to a wavenumber}

Far from absorption edges an electron responds to X-rays almost as a free particle. With time factor $e^{-i\omega t}$, a density $\rho$ of free electrons gives
\begin{equation}
n^2=1-\frac{\rho e^2}{\varepsilon_0m\omega^2}=1-\frac{4\pi r_e\rho}{K^2},
\qquad K=\frac{2\pi}{\lambda},
\end{equation}
with $r_e=e^2/(4\pi\varepsilon_0mc^2)=2.818\times10^{-6}$ nm. Binding and absorption are included by replacing the electron number of each atom by $f_1-if_2$, so that $\rho$ becomes complex. Its negative imaginary part makes $\operatorname{Im}n^2$ positive, which means decay along the direction of travel for this time factor.

Take the electric field parallel to the surface and normal to the plane of incidence (s polarization), $E=\psi(z)e^{iKx\cos\theta}$, with $z$ pointing into the sample. The in-plane wavenumber $K\cos\theta$ is the same in all layers because the stack is uniform along $x$. The wave equation $\nabla^2E+n^2K^2E=0$ then becomes
\begin{equation}
\psi''+k_j^2\psi=0,\qquad
k_j^2=n_j^2K^2-K^2\cos^2\theta=(K\sin\theta)^2-4\pi r_e\rho_j .
\label{eq:k}
\end{equation}
The root with $\operatorname{Im}k_j\ge0$ is taken, and the positive one if $k_j$ is real. Then $e^{ik_jz}$ travels or decays downward.

The example is 4 nm of hafnia on 1 nm of silica on silicon, at $\lambda=0.154$ nm (8.05 keV), near the copper K-alpha line. Lengths are in nm throughout. The scattering factors $(f_1,f_2)$ are rough typical values: $(67,5)$ for Hf, $(14.25,0.33)$ for Si and $(8.05,0.03)$ for O. With rough densities of 9.5, 2.2 and 2.33 g/cm$^3$ for hafnia, silica and silicon, the formula units per volume times the scattering factor per unit give
\begin{align}
\rho_1&=2258.6-137.5i, & \rho_2&=669.2-8.6i, & \rho_3&=711.9-16.5i
\end{align}
in nm$^{-3}$. Hafnia stands out by a factor of three, while silica and silicon differ by 6 percent in the real part.

\section{One interface}

The tangential electric field is $\psi$, and the tangential magnetic field is proportional to $\psi'$. Both are continuous in non-magnetic media. Just above an interface let the downward amplitude be $a$ and the upward one $aX_j$; just below let them be $c$ and $cY$. Continuity gives
\begin{align}
a(1+X_j)&=c(1+Y),\\
k_ja(1-X_j)&=k_{j+1}c(1-Y).
\end{align}
Multiply the first line by $k_j$, then add and subtract the second:
\begin{align}
2k_ja&=c\,[(k_j+k_{j+1})+(k_j-k_{j+1})Y],\label{eq:a}\\
2k_jaX_j&=c\,[(k_j-k_{j+1})+(k_j+k_{j+1})Y].
\end{align}
The quotient, with numerator and denominator divided by $k_j+k_{j+1}$, is
\begin{equation}
X_j=\frac{r_j+Y}{1+r_jY}.
\label{eq:one}
\end{equation}
If nothing returns from below, $Y=0$ and $X_j=r_j$, the Fresnel amplitude.

It remains to connect $Y$, taken at the top of layer $j+1$, with $X_{j+1}$, taken at its bottom. On the way down the downward wave gains $e^{ik_{j+1}d_{j+1}}$ and the upward wave gains $e^{-ik_{j+1}d_{j+1}}$. Hence $X_{j+1}=Ye^{-2ik_{j+1}d_{j+1}}$, or
\begin{equation}
Y=X_{j+1}e^{2ik_{j+1}d_{j+1}}=X_{j+1}p_{j+1}.
\end{equation}
The factor 2 is the round trip. Inserted in (\ref{eq:one}), this is (\ref{eq:parratt}).

\section{The stack by hand at one degree}

With $K=40.80$ nm$^{-1}$, $k_0=K\sin1^\circ=0.71206$ nm$^{-1}$. For hafnia, (\ref{eq:k}) gives
\begin{equation}
k_1^2=0.50703-0.07998+0.00487i=0.42705+0.00487i,
\end{equation}
and the root is $k_1=0.65350+0.00373i$. In the same way $k_2=0.69522+0.00022i$ and $k_3=0.69413+0.00042i$, all in nm$^{-1}$. The three interface amplitudes are
\begin{align}
r_0&=0.04288-0.00285i,\\
r_1&=-0.03093+0.00269i,\\
r_2&=0.00078-0.00015i .
\end{align}
The sign of $r_1$ is opposite to that of $r_0$ because the electron density falls there. The silica--silicon interface reflects about forty times less amplitude than the hafnia--silica interface.

Start at the bottom: $X_2=r_2$. The silica phase is $p_2=e^{2ik_2(1\,\mathrm{nm})}=0.1793+0.9834i$, so
\begin{equation}
X_2p_2=0.00028+0.00074i .
\end{equation}
The product $r_1X_2p_2$ is of order $10^{-5}$, and the denominator may be set to one at this precision:
\begin{equation}
X_1\approx r_1+X_2p_2=-0.03064+0.00343i .
\end{equation}
The hafnia phase is $p_1=e^{2ik_1(4\,\mathrm{nm})}=0.4786-0.8445i$. Therefore
\begin{align}
X_1p_1&=-0.01176+0.02752i,\\
r_0+X_1p_1&=0.03111+0.02467i,\\
1+r_0X_1p_1&=0.99957+0.00121i,\\
X_0&=0.03116+0.02465i .
\end{align}
The reflectivity is $R=0.03116^2+0.02465^2=1.58\times10^{-3}$. Bare silicon at this angle gives $1.63\times10^{-4}$.

\section{The general algorithm}

For any number of layers the work at one angle is:
\begin{enumerate}
\item Compute $k_j$ for every medium from (\ref{eq:k}), with $\operatorname{Im}k_j\ge0$.
\item Set $X=0$ in the substrate.
\item For $j=N-1,\dots,0$, compute $r_j$. Multiply $X$ by $p_{j+1}$ unless $j+1$ is the substrate, and replace $X$ by $(r_j+X)/(1+r_jX)$.
\item Return $|X|^2$.
\end{enumerate}
The cost grows linearly with the number of layers.

Could the denominator vanish? By (\ref{eq:a}) this would require $a=0$: a purely upward wave in medium $j$. Consider the downward flux $J=\operatorname{Im}(\psi^*\psi')$. From the wave equation,
\begin{equation}
J'=\operatorname{Im}(\psi^*\psi'')=-\operatorname{Im}(k^2)|\psi|^2\le0 .
\end{equation}
In an absorbing substrate $\psi=te^{ik_Nz}$ has $J=\operatorname{Re}(k_N)|\psi|^2>0$. Since $J$ does not increase with depth, it is positive everywhere above. A purely upward wave $be^{-ik_jz}$ has $J=-\operatorname{Re}(k_j)|\psi|^2\le0$, a contradiction. The denominator therefore cannot vanish for this stack.

The recursion also avoids overflow. The factors satisfy $|p_j|\le1$, whereas a method that carries both waves separately needs $e^{+\operatorname{Im}(k_j)d_j}$. For 10 $\mu$m of hafnia at $0.3^\circ$ this exponent is 1858, and double precision overflows near 710. The recursion then loses the wave from below, as it should, and returns the reflection of bulk hafnia.

\section{The bare-substrate limit}

Let one film of wavenumber $k_1$ lie on a substrate of wavenumber $k_s$, and let its thickness $d$ go to zero, so that $p_1=1$. Over the common denominator $D=(k_0+k_1)(k_1+k_s)$,
\begin{align}
r_0+r_1&=\frac{(k_0-k_1)(k_1+k_s)+(k_1-k_s)(k_0+k_1)}{D}
=\frac{2k_1(k_0-k_s)}{D},\\
1+r_0r_1&=\frac{(k_0+k_1)(k_1+k_s)+(k_0-k_1)(k_1-k_s)}{D}
=\frac{2k_1(k_0+k_s)}{D}.
\end{align}
Their quotient is
\begin{equation}
X_0=\frac{k_0-k_s}{k_0+k_s}\equiv r_F ,
\end{equation}
and the film material has dropped out. With several layers the argument is applied from the bottom upward.

For a numerical comparison it is useful to write Fresnel's result differently. Snell's law $\cos\theta=n\cos\theta'$ defines a complex inner angle, and $k_0:k_s=\sin\theta:n\sin\theta'$ gives
\begin{equation}
r_F=\frac{\sin(\theta-\theta')}{\sin(\theta+\theta')} .
\end{equation}
At 400 angles from $0.05^\circ$ to $4^\circ$, the recursion with both thicknesses set to zero agrees with this expression to better than one part in $10^{10}$ of the amplitude. So does the stack with both layers made of silicon.

Far above the critical angle, set $k_s^2=k_0^2(1-x)$ with $x=4\pi r_e\rho_s/k_0^2\ll1$. Then $k_s\approx k_0(1-x/2)$ and
\begin{equation}
r_F\approx\frac{x}{4}=\frac{\pi r_e\rho_s}{k_0^2},\qquad
R\approx\left|\frac{\pi r_e\rho_s}{k_0^2}\right|^2 .
\label{eq:tail}
\end{equation}
This is the $\theta^{-4}$ fall at small angles. At $4^\circ$ the full Fresnel value for silicon is 0.3 percent above it.

\subsection*{How thin is thin?}

For small $d$, $p_1\approx1+2ik_1d$. Differentiating (\ref{eq:parratt}) gives
\begin{equation}
\frac{dX_0}{dp_1}=\frac{r_1(1-r_0^2)}{(1+r_0r_1)^2}
=\frac{k_0(k_1^2-k_s^2)}{k_1(k_0+k_s)^2},
\end{equation}
where $1-r_0^2=4k_0k_1/(k_0+k_1)^2$ was used. Multiplication by $2ik_1d$ and division by $r_F$ give
\begin{equation}
\frac{\delta X_0}{r_F}=2ik_0d\,\frac{k_1^2-k_s^2}{k_0^2-k_s^2}
=2ik_0d\left(1-\frac{\rho_1}{\rho_s}\right).
\end{equation}
Without absorption the bracket is real and the change is $90^\circ$ out of phase with $r_F$. The reflectivity then has no linear term. With absorption it has one:
\begin{equation}
\frac{\delta R}{R}=2\operatorname{Re}\frac{\delta X_0}{r_F}
=4k_0d\,\operatorname{Im}\frac{\rho_1}{\rho_s}.
\end{equation}
The quadratic term follows for weak reflection from $X_0\approx r_0+r_1e^{i\phi}$, $\phi\approx2k_0d$. Its squared modulus is $r_0^2+r_1^2+2r_0r_1\cos\phi$, which changes by $-r_0r_1\phi^2$. By (\ref{eq:tail}), applied to each density step, $r_0:r_1:r_F=\rho_1:(\rho_s-\rho_1):\rho_s$, so the relative change is $\rho_1(\rho_1-\rho_s)\phi^2/\rho_s^2$, with real parts understood.

For hafnia on silicon at $2^\circ$, $k_0=1.424$ nm$^{-1}$ and $\operatorname{Im}(\rho_1/\rho_s)=-0.120$. Together,
\begin{equation}
\frac{\delta R}{R}\approx-0.68\,d+56\,d^2\qquad(d\text{ in nm}).
\end{equation}
The recursion gives $-6.3\times10^{-4}$, $-1.2\times10^{-3}$ and $+0.49$ for $d=0.001$, $0.01$ and $0.1$ nm; the formula gives $-6.2\times10^{-4}$, $-1.2\times10^{-3}$ and $+0.49$. The change of sign near 0.012 nm is thus a competition between the absorption term and interference. The linear term is negative because hafnia absorbs more per electron than silicon; for a non-absorbing film of the same real density it would be $+0.42\,d$, with no change of sign. Such thicknesses are below an atomic layer and serve here as a mathematical limit.

\section{Cutting a layer in two}

Cut a layer of wavenumber $k$ and thickness $d$ into an upper part $d'$ and a lower part $d''$. At the artificial interface both wavenumbers are $k$, so $r=0$. If $X$ is the ratio at the bottom of the whole layer, (\ref{eq:parratt}) gives at the cut
\begin{equation}
X_{\mathrm{cut}}=\frac{0+Xe^{2ikd''}}{1+0}=Xe^{2ikd''} .
\end{equation}
At the top of the layer the ratio is
\begin{equation}
X_{\mathrm{cut}}e^{2ikd'}=Xe^{2ik(d'+d'')}=Xe^{2ikd},
\end{equation}
as without the cut. Repetition covers any number of cuts. With the hafnia divided into 40 random unequal parts and the silica into 10, the computed amplitude changes by at most 3 parts in $10^{15}$ over the same 400 angles, which is rounding.

What would a faulty code do? Suppose first that the phase of layer $j+1$ is computed with $k_j$, the wavenumber of the layer above. At zero thickness all phases are one, so the Fresnel limit is still met. Subdivision reveals the fault: the top sublayer gets the vacuum wavenumber and the others that of hafnia. In the example $R$ changes by up to two powers of ten.

Suppose next that the factor 2 is missing, $p=e^{ikd}$. The Fresnel limit holds as before, and subdivision holds too, because $e^{ikd'}e^{ikd''}=e^{ikd}$. Yet $R$ is wrong by up to a factor of 33. Neither property fixes the scale of the phase.

That scale must come from the wave equation. Start with $\psi=1$, $\psi'=ik_N$ at the top of the substrate, integrate $\psi''=-k^2\psi$ numerically up to the surface, and split the result into its two vacuum waves:
\begin{equation}
X_0=\frac{ik_0\psi-\psi'}{ik_0\psi+\psi'} .
\end{equation}
This uses neither $r_j$ nor $p_j$. With a high-order Runge--Kutta method at seven angles between $0.15^\circ$ and $4^\circ$, it agrees with the recursion to 3 parts in $10^{11}$.

\section{Reading the curve}

\begin{center}
\begin{tabular}{ccc}
$\theta$ (deg) & $R$, stack & $R$, bare silicon\\
0.15 & 0.941 & 0.959\\
0.30 & 0.376 & 0.039\\
1.00 & $1.6\times10^{-3}$ & $1.6\times10^{-4}$\\
2.00 & $1.3\times10^{-4}$ & $9.8\times10^{-6}$\\
4.00 & $1.6\times10^{-5}$ & $6.1\times10^{-7}$
\end{tabular}
\end{center}

The critical angle, where $\operatorname{Re}k_j^2=0$, is $0.223^\circ$ for silicon and $0.397^\circ$ for hafnia. These digits belong to the chosen inputs: with $f_1=65.8$ for Hf in place of 67, the hafnia angle becomes $0.394^\circ$ and $R$ of the stack falls by up to 4 percent. At $0.15^\circ$ the wave decays in every layer, and the missing 6 percent is absorbed: with all $f_2=0$ the computed $R$ is 1. At $0.30^\circ$ the wave decays in hafnia but travels in silicon. The decay constant is 0.186 nm$^{-1}$, so 4 nm is too thin to stop it. Even without absorption $R$ is 0.42, and the rest tunnels through the hafnia into the silicon.

At larger angles the curve has fringes. Neglecting the weak silica--silicon step, $X_0\approx r_0+r_1p_1$ with $r_0$ and $r_1$ of opposite sign. The two cancel best when $p_1$ is near $+1$:
\begin{equation}
k_1d_1\approx m\pi,\qquad m=1,2,3,\dots
\end{equation}
A numerical search on the full curve finds minima at $1.187^\circ$, $2.249^\circ$ and $3.335^\circ$. The first and third have $\operatorname{Re}k_1=0.796$ and $2.357$ nm$^{-1}$, and their difference gives
\begin{equation}
d_1\approx\frac{2\pi}{2.357-0.796}=4.03\ \mathrm{nm}.
\end{equation}
The first minimum alone gives $\pi/0.796=3.95$ nm. If refraction is ignored and $k_0$ is used for $k_1$, it gives 3.72 nm, which is 7 percent below the true 4 nm.

The two oxides are not equally visible. Adding 0.1 nm of hafnia with the silica fixed changes $R$ by up to a factor of 3.4 between $0.05^\circ$ and $4^\circ$. Adding 0.5 nm of silica with the hafnia fixed changes it by at most 20 percent. Well above the critical angles the small $r_2$ found by hand is the reason: where silica ends and silicon begins matters little to the wave, and the 20 percent is reached at $3.30^\circ$, close to the third minimum. Near $0.22^\circ$, at the critical angles of silica and silicon, $r_2$ is not small ($|r_2|$ reaches 0.59) and this argument does not apply.

\section{Beside a real gate stack}

A few nanometres of hafnia over about one nanometre of silica is a realistic geometry for a gate dielectric before the metal electrode is deposited, but real interfaces are not sharp. Replace each step by an error-function profile of rms width 0.3 nm and integrate the wave equation through it. Relative to the sharp stack, $R$ falls to 0.85 at $1^\circ$ and to 0.055 at $4^\circ$. This is the largest of the omissions estimated here, and a fit with sharp interfaces would fail at high angle. A hafnia density 5 percent lower, plausible for a deposited film, changes $R$ by up to 14 percent, the largest change being a decrease. An angular spread of 0.01$^\circ$ rms raises the fringe minima by about 3 percent and lowers $R$ by 4 percent at the silicon critical edge near $0.22^\circ$, and p polarization lowers $R$ by 2 percent at $4^\circ$. At the smallest angles the footprint matters more: a beam 0.1 mm high overfills a 20 mm sample below $0.29^\circ$, and at $0.15^\circ$ the sample catches 52 percent of it.

The recursion can treat the graded profile as well, by cutting it into thin uniform slices, each with the density at its centre. Here the cuts separate different materials and do affect the answer. At $4^\circ$, slices of 0.04 nm give an $R$ that is 0.43 percent low relative to the integrated wave equation, and slices of 0.02 nm one that is 0.11 percent low. Halving the slice divides the error by four, so a graded stack needs a convergence study in slice thickness, which a uniform layer does not.
